\section*{Spin-orbit splitting of a valence orbital with projection two}

\section{Problem}

In a semiconducting monolayer of the MoS$_2$ type, the valence band edge lies at the corner $K$ of the Brillouin zone and at the opposite corner $-K$. Take its orbital part to be a metal $d$ state, $l=2$, with projection $m=+2$ on the layer normal $z$ at $K$, and $m=-2$ at $-K$. The spin-orbit coupling is
\begin{equation}
H_{\rm so}=\lambda\,\mathbf L\cdot\mathbf S ,\qquad \lambda=73\ \text{meV},
\end{equation}
where $\mathbf L$ and $\mathbf S$ are measured in units of $\hbar$. Thus $\lambda$ is an energy and $S_z$ has the eigenvalues $s=\pm\tfrac12$.

(a) By how much do the two spin states split at $K$, and which is higher? (b) What changes at $-K$? (c) The $d$ orbital with $m=+1$ lies about $D=3$ eV above the valence orbital. How much does it alter the answer? (d) How much does the splitting change at the Fermi wavevector of a layer with $10^{13}$ holes per cm$^2$?

\section{A tempting solution}

The orbital has $l=2$ and the electron has spin $\tfrac12$. With $\mathbf J=\mathbf L+\mathbf S$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left(\mathbf J^2-\mathbf L^2-\mathbf S^2\right)
=\tfrac12\left[j(j+1)-6-\tfrac34\right].
\end{equation}
For $j=\tfrac52$ the bracket is $\tfrac{35}{4}-\tfrac{27}{4}=2$, so the energy is $\lambda$. For $j=\tfrac32$ it is $\tfrac{15}{4}-\tfrac{27}{4}=-3$, so the energy is $-\tfrac32\lambda$. The splitting would then be
\begin{equation}
\tfrac52\lambda=2.5\times73\ \text{meV}=182.5\ \text{meV}.
\end{equation}

\section{Where it fails}

The algebra is right for a free atom, whose five $d$ orbitals are degenerate. Its ten spin-orbital states divide into six with $j=\tfrac52$ and four with $j=\tfrac32$. The valence edge at $K$ has one orbital and two spin states. The other $d$ orbitals have been moved away by energies much larger than $\lambda$, and they cannot be combined freely with the valence orbital to make states of definite $j$.

A trace shows that the answer cannot be right at first order in $\lambda$. Within one fixed orbital, $\mathbf L$ is replaced by its mean value, and the coupling becomes $\lambda\langle\mathbf L\rangle\cdot\mathbf S$. Every component of $\mathbf S$ has zero trace over the two spin states, so the two shifts must add to zero. The shifts $\lambda$ and $-\tfrac32\lambda$ do not.

\section{Solution}

\subsection{The orbital and its projection}

Write $u=x+iy$. The angular part of the $m=+2$ orbital is proportional to $u^2$. Since $\partial_xu^2=2u$ and $\partial_yu^2=2iu$,
\begin{align}
L_zu^2&=-i\left(x\partial_y-y\partial_x\right)u^2
=-i\left(2ixu-2yu\right)\nonumber\\
&=2xu+2iyu=2u^2 .
\end{align}
Complex conjugation gives $L_z=-2$ for $(x-iy)^2$. The expansion $u^2=(x^2-y^2)+2ixy$ shows that the orbital combines $d_{x^2-y^2}$ and $d_{xy}$ with a relative phase $i$. That phase matters. With $f=\tfrac12(x^2-y^2)$ and $g=xy$, the same operator gives $L_zf=2ig$ and $L_zg=-2if$. Because $f$ and $g$ are orthogonal, each real orbital alone has $\langle L_z\rangle=0$ and would show no first-order splitting.

\subsection{Why one value of $m$ survives at $K$}

A crystal does not conserve $L_z$, so the use of a definite $m$ needs a reason. Form the Bloch state from metal orbitals at the lattice sites $\mathbf R$,
\begin{equation}
|K,m\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}|\mathbf R,m\rangle .
\end{equation}
A rotation $C_3$ by $2\pi/3$ about a metal site takes $|\mathbf R,m\rangle$ to $e^{-2\pi im/3}|C_3\mathbf R,m\rangle$. It also takes $\mathbf K$ to an equivalent corner, which differs from $\mathbf K$ by a reciprocal lattice vector, so the Bloch phases keep their form:
\begin{equation}
C_3|K,m\rangle=e^{-2\pi im/3}|K,m\rangle .
\end{equation}
This separates values of $m$ that differ modulo 3. Two pairs remain unseparated: $(2,-1)$ and $(1,-2)$. The mirror $z\to-z$ separates them. The orbitals with $m=0,\pm2$ are even under it, while those with $m=\pm1$, proportional to $(x\pm iy)z$, are odd.

All five $d$ states at $K$ therefore carry different symmetry labels, and a spin-independent Hamiltonian with these symmetries cannot mix them. The argument requires the mirror plane of the free-standing layer and holds at the corner itself. It does not exclude an admixture of chalcogen $p$ orbitals with the same label, which is treated below.

\subsection{The two levels}

Define $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$. In the sum $L_+S_-+L_-S_+$ the cross terms cancel and $2(L_xS_x+L_yS_y)$ remains. Hence
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12\left(L_+S_-+L_-S_+\right).
\end{equation}
The operators $L_\pm$ change $m$ by one, so the second term has no matrix element between two states that both have $m=2$. In the basis $(\uparrow,\downarrow)$ the coupling projected on the valence orbital is
\begin{equation}
\lambda\begin{pmatrix}2\cdot\tfrac12&0\\[2pt]0&2\cdot(-\tfrac12)\end{pmatrix}
=\begin{pmatrix}\lambda&0\\0&-\lambda\end{pmatrix}.
\end{equation}
The spin-up state rises by 73 meV and the spin-down state falls by 73 meV. This answers (a):
\begin{equation}
\boxed{\Delta_{\rm so}=\lambda-(-\lambda)=2\lambda=146\ \text{meV}=0.146\ \text{eV}}
\end{equation}
with spin up on top. The factor is $|m|$ times the difference of one between the two values of $s$. An orbital with $m=0$, such as $d_{z^2}$ at the conduction edge, has no splitting at this order.

\subsection{The other valley}

For $m=-2$ the energy $\lambda ms$ is $-73$ meV for spin up and $+73$ meV for spin down. The splitting is again 146 meV, with the spin order reversed, which answers (b).

Time reversal requires this pattern. It takes $K$ to $-K$, $m$ to $-m$ and $s$ to $-s$, and it leaves the energy unchanged. The state $(K,+2,\uparrow)$ is therefore degenerate with $(-K,-2,\downarrow)$. The phrase ``states of projection $\pm2$ split'' needs care for this reason: the upper level contains both projections, one in each valley, and so does the lower level. The splitting separates the two spins within a valley or, at fixed spin, the two valleys. At the zone centre, $\mathbf k$ and $-\mathbf k$ coincide, and the same symmetry makes each level at least doubly degenerate.

\section{The neglected ladder terms}

The term with $L_\pm$ acts between different orbitals and enters at second order. On $|2,\uparrow\rangle$ it gives zero, because neither $m$ nor $s$ can be raised, so within the $d$ shell this state stays at $+\lambda$. On $|2,\downarrow\rangle$ it gives $|1,\uparrow\rangle$. For the size of the element, use
\begin{equation}
L_+L_-=L_x^2+L_y^2-i[L_x,L_y]=\mathbf L^2-L_z^2+L_z ,
\end{equation}
whose value at $m=2$ is $6-4+2=4$. So $L_-$ takes $|2\rangle$ to $2|1\rangle$, and the element is $\lambda\cdot\tfrac12\cdot2=\lambda$.

The sum $m+s$ is conserved by $\mathbf L\cdot\mathbf S$ and by a crystal field diagonal in $m$. The only $d$ states with $m+s=\tfrac32$ are these two, so the problem closes. With energies measured from the valence orbital, the matrix in the basis $(|2,\downarrow\rangle,|1,\uparrow\rangle)$ is
\begin{equation}
H=\begin{pmatrix}-\lambda&\lambda\\ \lambda&D+\lambda/2\end{pmatrix}.
\end{equation}
The mean of its diagonal elements is $\tfrac12(D-\lambda/2)$ and half their difference is $\tfrac12(D+3\lambda/2)$. Subtracting the lower eigenvalue from $+\lambda$ gives
\begin{equation}
\Delta_{\rm so}=\lambda-\frac{D-\lambda/2}{2}
+\sqrt{\frac{(D+3\lambda/2)^2}{4}+\lambda^2}\, .
\label{full}
\end{equation}

\textbf{Strong crystal field.} Let $X=D+3\lambda/2$. For $X\gg\lambda$ the root is $X/2+\lambda^2/X$ to leading order. The terms in $D$ cancel, and the terms linear in $\lambda$ add to $\lambda+\lambda/4+3\lambda/4=2\lambda$:
\begin{equation}
\Delta_{\rm so}\simeq2\lambda+\frac{\lambda^2}{D+3\lambda/2}.
\end{equation}
For $D=3$ eV the correction is $(0.073)^2/3.11$ eV $=1.7$ meV, and Eq.~(\ref{full}) gives 147.7 meV. Within this model the answer to (c) is an increase of about 1\%. Its sign follows from level repulsion: the higher orbital pushes the spin-down level further down. An odd orbital below the valence edge that coupled to the same spin state would push it up and reduce the splitting. This happens in the real layer: the $m=+1$ orbital hybridises with chalcogen $p$ states, and its weight at $K$ is shared between a band above the valence edge and a band below it. The two contributions oppose each other, so for MoS$_2$ the correction is of the order of 1 meV, and its sign is not fixed by the single level $D$.

\textbf{No crystal field.} At $D=0$, Eq.~(\ref{full}) becomes
\begin{equation}
\Delta_{\rm so}=\lambda+\frac{\lambda}{4}+\lambda\sqrt{\frac{9}{16}+1}
=\frac54\lambda+\frac54\lambda=\frac52\lambda .
\end{equation}
This is the 182.5 meV of the tempting solution. That solution is thus the limit $D\ll\lambda$ of the same model, while the layer has $D/\lambda\approx41$. As $D$ grows from zero, the splitting falls steadily from $\tfrac52\lambda$ towards $2\lambda$, because
\begin{equation}
\frac{d\Delta_{\rm so}}{dD}=-\frac12+\frac{X/4}{\sqrt{X^2/4+\lambda^2}}<0 .
\end{equation}

\section{Away from the corner}

Holes occupy wavevectors at a distance $q$ from $K$, where the threefold symmetry no longer protects $m$. To first order in $q$ the $\mathbf k\cdot\mathbf p$ coupling contains $p_\pm=p_x\pm ip_y$, which change the rotation label by $\pm1$. Since $0-1$ equals $2$ modulo 3, $p_-$ connects the conduction orbital $m=0$ to the valence orbital $m=2$. Keep these two bands and call the magnitude of their coupling $\gamma q$. Its phase depends on the direction of $\mathbf q$, but it drops out of the energies. For spin $\sigma=\pm1$ (up, down), with gap $E_g$ before spin-orbit coupling,
\begin{equation}
H_\sigma=\begin{pmatrix}E_g/2&\gamma q\\ \gamma q&-E_g/2+\sigma\lambda\end{pmatrix}.
\end{equation}
The mean of the diagonal is $\sigma\lambda/2$ and half its difference is $(E_g-\sigma\lambda)/2$, so the valence energy is
\begin{equation}
E_\sigma(q)=\frac{\sigma\lambda}{2}-\sqrt{\frac{(E_g-\sigma\lambda)^2}{4}+\gamma^2q^2}\, .
\end{equation}
The splitting $E_+-E_-$ is
\begin{equation}
\Delta_{\rm so}(q)=\lambda+\sqrt{\tfrac{(E_g+\lambda)^2}{4}+\gamma^2q^2}
-\sqrt{\tfrac{(E_g-\lambda)^2}{4}+\gamma^2q^2}\, .
\end{equation}
At $q=0$ the roots differ by $\lambda$ and the result is $2\lambda$. For $\lambda\ll E_g$, expanding the roots to first order in $\lambda$ gives
\begin{equation}
\Delta_{\rm so}(q)\simeq2\lambda\cdot\frac12\left(1+\frac{E_g/2}{\sqrt{E_g^2/4+\gamma^2q^2}}\right).
\end{equation}
The factor after $2\lambda$ is the weight of the $m=2$ orbital in the valence state of the two-band model without spin-orbit coupling. The splitting falls because part of the state now has $m=0$, which does not split.

Take the round values $E_g=1.66$ eV and $\gamma=0.35$ eV\,nm. If the holes fill the upper spin branch in each of two valleys, their density is $p=2\,\pi q_F^2/(2\pi)^2=q_F^2/(2\pi)$. With $p=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$,
\begin{equation}
q_F=\sqrt{2\pi\times0.1}\ \text{nm}^{-1}=0.793\ \text{nm}^{-1},\qquad
\gamma q_F=0.277\ \text{eV}.
\end{equation}
The two roots are 0.910 eV and 0.841 eV, so the splitting is $0.073+0.069=0.142$ eV. In this two-band model the answer to (d) is a reduction of about 4 meV, or about 3\% of 146 meV.

The model leaves out a coupling of the same order in $q$. Since $2-1$ equals $-2$ modulo 3, $p_-$ also connects the valence orbital to the $m=-2$ orbital, which splits with the opposite sign. A weight $\delta$ of that orbital lowers the splitting by $4\lambda\delta$. If its coupling were also $\gamma q$ and it lay 3 eV away, then $\delta\approx(0.277/3)^2\approx0.009$, and the splitting would fall by a further 2 to 3 meV. The result for (d) is therefore an estimate of a few meV.

The assumption about filling must be consistent. The upper branch is filled to a depth $E_+(0)-E_+(q_F)=0.841-0.794=0.047$ eV, well short of the lower branch at 0.146 eV, so at zero temperature the lower branch holds no holes. At 300 K, $k_BT=25.9$ meV. For an estimate, give both branches the same constant density of states $p/(47\ \text{meV})$. The hole number in a branch is then proportional to $\ln(1+e^{\eta})$ for the upper and $\ln(1+e^{\eta-2\lambda/k_BT})$ for the lower, where $\eta k_BT$ is the depth of the Fermi level below the upper edge. Solving numerically for the $\eta$ that keeps the total at $p$ puts about 1\% of the holes in the lower branch.

\section{Reading the number for a real layer}

The parameters are rough values in the regime of monolayer MoS$_2$, whose valence splitting at $K$ is roughly 0.15 eV. The gap of 1.66 eV is low for a free-standing layer, where the energy to create a separate electron and hole is above 2 eV. With $\gamma$ and $q$ held fixed, a larger gap would make the reduction in (d) smaller. The estimate of filling also leaves out holes near the zone centre, where MoS$_2$ has another valence maximum not far below the one at $K$. That maximum is heavy and holds both spins. With a rough mass of $2.8\,m_0$ against $0.5\,m_0$ at $K$, the same estimate puts about 20\% of the holes there at 300 K if it lies 0.10 eV below the $K$ edge, about 40\% for 0.07 eV and about 4\% for 0.15 eV. This exceeds the share of the lower spin branch, so the value of $q_F$ used in (d) holds at low temperature and is an upper estimate at room temperature. A substrate or a perpendicular gate field breaks the mirror symmetry and lets orbitals of odd and even $m$ mix; that effect is not sized here.

The assumption that moves the number most, among those sized here, is that the valence state is pure metal $d$. Suppose that it has metal weight $w=0.80$ and that the rest lies in chalcogen $p$ orbitals of projection $m'$ and coupling $\lambda_p=50$ meV, both rough values. The coupling acts within each atom, so the first-order splittings add with their weights:
\begin{equation}
\Delta_{\rm so}=2\lambda w+m'\lambda_p(1-w)=(116.8+10\,m')\ \text{meV}.
\end{equation}
Symmetry restricts $m'$. Under the rotation about a metal site, the Bloch phases of the chalcogen sites add $+1$ or $-1$ to $m'$, depending on which side of the metal atom the chalcogens lie, and the sum must equal 2 modulo 3. This allows $m'=1$ in the first case and $m'=0$ in the second, and it excludes $m'=-1$. For $m'=0$ and $1$ the splitting is 117 and 127 meV, which is 20\% and 13\% below 146 meV. At one corner of one crystal the same rule pairs $m=+2$ with $m'=1$ and $m=-2$ with $m'=0$, or the reverse. In MoS$_2$ the valence state mixes with the in-plane orbital $m'=1$, so 127 meV is the case that applies, and $p_z$ goes with the higher $m=-2$ band. Whether the reduction applies depends on what $\lambda$ means. If 73 meV were the constant of an isolated metal atom, the splitting in the layer would be reduced in this way. If 73 meV is the effective parameter of a model that keeps only metal $d$ orbitals, chosen to reproduce the band splitting, the admixture is already contained in it, and subtracting it again would count it twice. In that second sense $2\lambda=146$ meV is the splitting to be compared with the real layer.

Numerical values quoted here were computed with a short program.
